# Resistivity and Temperature Coefficient of Narrow Metal Lines

**Q.** I am estimating how a copper line 20 nm wide and 40 nm high behaves when the chip warms up. Its resistivity at 300 K is about three times that of bulk copper, because electrons hit the side walls and the grain boundaries. So I multiply the bulk temperature slope by three as well. The material is still copper, and the relative change per kelvin should be a property of copper.

**A.** Write your assumption as an equation. Let $\rho_0(T)$ be the bulk resistivity, $\rho(T)$ that of the line, and $F=\rho/\rho_0$. Then

$$\frac{d\rho}{dT}=F\,\frac{d\rho_0}{dT}+\rho_0\frac{dF}{dT}.$$

You kept the first term and dropped the second. That is right if $F$ is a fixed number. But a boundary matters to an electron only if it is reached before something else has scattered the electron, so $F$ depends on the bulk mean free path $\lambda$ compared with the line's dimensions. Heating adds phonons and shortens $\lambda$. The boundaries then matter less relative to the bulk, and $F$ falls.

**Q.** I accept the sign. But the second term could be a small correction. How large is it?

**A.** For that we need the resistivity as a function of $\lambda$. I assume a spherical Fermi surface with wave number $k_F$, electron density $n$, mass $m$ and speed $v_F=\hbar k_F/m$. Bulk scattering sends an electron into all directions equally. The walls do the same, which is called diffuse scattering. Both are "randomizing events": afterwards the electron has no memory of its motion along the line.

Put a field $E$ along the line, the $x$ direction, and let $\mu$ be the cosine between the electron's velocity and $x$. If the electron has moved by $\Delta x$ since its last randomizing event, the force $-eE$ has given it the energy $\delta\varepsilon=-eE\,\Delta x$. Its state is therefore occupied as the equilibrium function $f_0$ prescribes at energy $\varepsilon-\delta\varepsilon$. To first order in $E$,

$$f-f_0=-\delta\varepsilon\,\frac{df_0}{d\varepsilon}=eE\,\Delta x\,\frac{df_0}{d\varepsilon}.$$

The current density is the sum of $-e\,v_F\,\mu\,(f-f_0)$ over states. Since $\int(df_0/d\varepsilon)\,d\varepsilon=-1$, the two minus signs cancel. With the density of states at the Fermi energy, $g=3n/(mv_F^2)$,

$$j=e^2 g\,v_F\,E\,\langle\mu\,\Delta x\rangle,\qquad \frac1\rho=\frac{3\langle\mu\,\Delta x\rangle}{A},\qquad A=\frac{mv_F}{ne^2}=\frac{\hbar k_F}{ne^2}.$$

The brackets average over directions, over positions in the cross-section and over scattering histories. In the bulk, $\Delta x=\mu s$, where the path length $s$ has mean $\lambda$. As $\langle\mu^2\rangle=1/3$, this gives $\rho_0=A/\lambda$. The product $\rho_0\lambda=A$ contains no scattering rate, so I take it as independent of temperature.

**Q.** Now put in the walls.

**A.** Trace an electron backwards over a path $s$. The chance that no bulk event occurred is $e^{-s/\lambda}$. Let $n_y$ and $n_z$ be the direction cosines along the width $w$ and the height $h$. The electron has moved sideways by $s|n_y|$, so a fraction $s|n_y|/w$ of the starting positions would have met a side wall. The height works in the same way. The chance of meeting no wall is

$$P(s)=\left(1-\frac{s|n_y|}{w}\right)\left(1-\frac{s|n_z|}{h}\right),$$

until either factor reaches zero; beyond that, $P=0$.

**Q.** And the grain boundaries? They do not randomize the direction; they reflect.

**A.** I model them as thin flat barriers across the line, with mean spacing $D$. For a barrier $U\delta(x)$ and wave number $k=k_F|\mu|$ along $x$, take the wave $e^{ikx}+re^{-ikx}$ on the left and $te^{ikx}$ on the right. Continuity gives $1+r=t$. The jump in slope gives $ikt-ik(1-r)=(2mU/\hbar^2)t$. Inserting $r=t-1$ makes the left side $2ik(t-1)$, so

$$t=\frac{1}{1+iq/k},\quad q=\frac{mU}{\hbar^2},\qquad \frac{R}{T_b}=\frac{q^2}{k^2}=\frac{\eta^2}{\mu^2},\qquad \eta^2=\frac{R_n}{1-R_n}.$$

Here $T_b=|t|^2$ is the transmission, $R=1-T_b$ the reflection, and $R_n$ the reflection at normal incidence.

Two barriers without phase memory transmit $T_{12}=T_1T_2/(1-R_1R_2)$ after summing all the bounces between them. Hence

$$\frac{R_{12}}{T_{12}}=\frac{1-R_1R_2-T_1T_2}{T_1T_2}=\frac{R_1T_2+R_2T_1}{T_1T_2}=\frac{R_1}{T_1}+\frac{R_2}{T_2}.$$

The ratio $R/T_b$ adds in series. I can therefore replace the barriers by a uniform chance of reversal $\eta^2/(\mu^2D)$ per length along $x$, which is $\nu=\eta^2/(D|\mu|)$ per path length. This smearing is an approximation when bulk and wall scattering act between the barriers.

A reversal changes the sign of $\mu$ and leaves the sideways motion alone. The mean sign $\sigma$ obeys $d\sigma/ds=-2\nu\sigma$, because each reversal turns $+1$ into $-1$, a change of two. So $\sigma=e^{-2\nu s}$, and each path element contributes $\mu\sigma\,ds$ to the mean $\Delta x$. Collecting everything,

$$S(s)=3\left\langle\mu^2P(s)\,e^{-2\eta^2s/(D|\mu|)}\right\rangle,\qquad M_k=\int_0^\infty s^k e^{-s/\lambda}S(s)\,ds,\qquad \rho=\frac{A}{M_0}.$$

$S$ starts at 1 and falls. It says how well motion along the line survives the boundaries, and it contains no temperature if the reflection strength, the wall diffuseness and the dimensions are fixed.

**Q.** Then temperature enters through $\lambda$ alone, and I can differentiate.

**A.** Yes. Use $\gamma=1/\lambda=\rho_0/A$. Differentiating $e^{-\gamma s}$ brings down $-s$, so $dM_0/d\gamma=-M_1$. Then

$$\frac{d\rho}{d\gamma}=\frac{A\,M_1}{M_0^2},\qquad\frac{d\rho_0}{d\gamma}=A,\qquad \frac{d\rho/dT}{d\rho_0/dT}=\frac{M_1}{M_0^2}.$$

I call this the slope ratio. The temperature coefficient, or TCR, is the relative slope $\alpha=(1/\rho)\,d\rho/dT$. Multiplying by $\rho_0/\rho=M_0/\lambda$ gives

$$\frac{\alpha}{\alpha_0}=\frac{M_1}{\lambda M_0}.$$

Your rule claims that this equals 1. Integrate by parts, using that $e^{-s/\lambda}/\lambda$ is the derivative of $-e^{-s/\lambda}$ and that the end terms vanish:

$$\frac{M_1}{\lambda}=\int_0^\infty\left[S+s\frac{dS}{ds}\right]e^{-s/\lambda}ds=M_0+\int_0^\infty s\,\frac{dS}{ds}\,e^{-s/\lambda}ds<M_0.$$

The last integral is negative because $S$ falls. So in this model the line's TCR is below the bulk value whenever boundaries scatter at all. Equivalently, the slope ratio is below $\rho/\rho_0$.

There is a direct reading. $M_1/M_0$ is a mean path length since the last loss of memory, weighted by what still carries current. A change in the phonon rate has a relative effect in proportion to that length. Boundaries cut the path short, so phonons have less of it to act on.

**Q.** That shows I overestimate, but not by how much. Is there a simple rule?

**A.** There is one for weak boundaries. At short paths $S\approx1-cs$, with

$$c=3\left\langle\mu^2\left(\frac{|n_y|}{w}+\frac{|n_z|}{h}+\frac{2\eta^2}{D|\mu|}\right)\right\rangle.$$

For the first average, take $y$ as the polar axis. Then $u=|n_y|$ is uniform between 0 and 1, and $\mu^2$ averages to $(1-u^2)/2$ around the axis. So $\langle\mu^2|n_y|\rangle=\tfrac12\int_0^1(u-u^3)\,du=\tfrac18$, and the same holds for $n_z$. For the grains, $\langle|\mu|\rangle=\tfrac12$. Thus

$$c=\frac38\left(\frac1w+\frac1h\right)+\frac{3\eta^2}{D}.$$

If $c\lambda\ll1$, then $M_0\approx\lambda-c\lambda^2$, and to first order in $c\lambda$

$$\rho\approx\frac A\lambda(1+c\lambda)=\rho_0(T)+Ac.$$

The boundaries add a constant. The absolute slope is that of the bulk, and the TCR is reduced by the factor $\rho_0/\rho$. This additivity is Matthiessen's rule.

**Q.** My line has three times the bulk resistivity. That is hardly weak.

**A.** It is not, so let us use the full integrals. I take rough typical values for copper: $n=8.5\times10^{28}\ \mathrm{m^{-3}}$, $\rho_0=17.0$ nΩ m at 300 K and $\alpha_0=3.90\times10^{-3}$ per kelvin at 300 K, with $\rho_0$ linear in temperature. The bulk slope is $17.0\times0.00390=0.0663$ nΩ m/K. The free-electron formula gives $A=657.4$ nΩ m nm, so $\lambda=657.4/17.0=38.7$ nm. For the grains I choose $D=20$ nm and $R_n=0.15$, hence $\eta^2=0.15/0.85=0.1765$.

The additive terms are

$$657.4\times\tfrac38\left(\tfrac1{20}+\tfrac1{40}\right)=18.5,\qquad 657.4\times\frac{3\times0.1765}{20}=17.4\ \ \text{nΩ m}.$$

With the bulk term they make 52.9 nΩ m. Here $c\lambda=(18.5+17.4)/17.0\approx2.1$, well outside the range where the expansion was justified. The full integral gives $M_0=12.09$ nm and $\rho=657.4/12.09=54.4$ nΩ m, which is 3.20 times the bulk value.

**Q.** And the slope?

**A.** The mean path is $M_1/M_0=12.00$ nm. The slope ratio is therefore $12.00/12.09=0.993$, and the TCR ratio is $12.00/38.7=0.310$. The line's slope is 0.0658 nΩ m/K, almost the bulk slope, while its TCR is $1.21\times10^{-3}$ per kelvin.

At 400 K the two predictions separate:

- Bulk: $17.0+100\times0.0663=23.6$ nΩ m.
- Line, full model: 61.0 nΩ m, or 76.2 Ω/µm.
- Your fixed factor: $3.20\times23.63=75.6$ nΩ m, or 94.5 Ω/µm.

The line starts from 68.0 Ω/µm at 300 K. The model gives a rise of 12 %, where your rule gives 39 %. The factor $F$ itself has fallen from 3.20 to 2.58.

I also followed one million random backward paths with individual reversals and wall hits. They gave 54.5 nΩ m at 300 K and a mean slope ratio of 0.989 between 300 K and 400 K, against 0.990 from the integrals. This tests the averaging and the factor $e^{-2\nu s}$. It does not test the smearing of the grain boundaries, which both calculations share.

**Q.** Why is the slope ratio so close to one when the expansion has no right to hold?

**A.** Part of the answer is that the two mechanisms err in opposite directions here. With diffuse walls alone the slope ratio is 0.970; with grains alone it is 1.023. For grains alone the sign is general, as shown below. For walls it depends on the thickness. Your line is not thick compared with $\lambda$, so the next case shows only how a ratio below one can arise; it does not derive the value 0.970.

Take a film of thickness $w$ without grains, thick compared with $\lambda$. For $s<w$ no direction has used up its wall factor, so $S=1-as/w$ with $a=3/8$. Longer paths are suppressed by about $e^{-w/\lambda}$ and I drop them. With $\kappa=w/\lambda$,

$$M_0=\lambda\,\frac{\kappa-a}{\kappa},\qquad M_1=\lambda^2\,\frac{\kappa-2a}{\kappa},$$

$$\frac{M_1}{M_0^2}=\frac{\kappa(\kappa-2a)}{(\kappa-a)^2}=1-\frac{a^2}{(\kappa-a)^2}.$$

This is slightly below one. At $\kappa=10$ it gives 0.99848, in agreement with the full integral.

For grains alone, an electron of direction $\mu$ has the effective path $\ell=1/(\gamma+\beta/|\mu|)$, with $\beta=2\eta^2/D$. Let $L_k$ be the average of $\ell^k$ with weight $3\mu^2$, whose total is 1. Then $M_0=L_1$ and $M_1=L_2$. A variance cannot be negative, so $L_2\ge L_1^2$ and the slope ratio is at least one. Since $d\ell/d\gamma=-\ell^2$,

$$\frac{d}{d\gamma}\frac{L_2}{L_1^2}=-\frac{2L_3}{L_1^2}+\frac{2L_2^2}{L_1^3}=\frac{2(L_2^2-L_1L_3)}{L_1^3}\le0$$

by the Cauchy-Schwarz inequality. The ratio is therefore largest when bulk scattering is negligible. There $\ell=|\mu|/\beta$, and

$$\frac{L_2}{L_1^2}=\frac{3\langle\mu^4\rangle}{(3\langle|\mu|^3\rangle)^2}=\frac{3/5}{(3/4)^2}=\frac{16}{15}.$$

However strong these barriers are, they cannot raise the absolute slope by more than about 7 % of the bulk slope.

**Q.** Do walls obey a similar limit?

**A.** No. Take the opposite film, with $w\ll\lambda$, diffuse walls and no grains. After a path $s\gg w$ only directions with $u=|n_y|<w/s$ survive, and for them $\mu^2$ averages to about $\tfrac12$. So

$$S(s)\approx\frac32\int_0^{w/s}\left(1-\frac{su}{w}\right)du=\frac{3w}{4s}.$$

This slow tail extends until bulk scattering cuts it off near $s=\lambda$. To leading logarithm, $M_0\approx(3w/4)\ln(\lambda/w)$ and $M_1\approx3w\lambda/4$. Hence

$$\frac{M_1}{M_0^2}\approx\frac{4\lambda}{3w\ln^2(\lambda/w)},\qquad\frac{\alpha}{\alpha_0}\approx\frac{1}{\ln(\lambda/w)}.$$

The slope ratio now grows without bound as the film thins. Most of the current is then carried by electrons flying nearly parallel to the film, and their long paths are sensitive to phonons. Even so, the slope ratio is smaller than $\rho/\rho_0\approx4\lambda/[3w\ln(\lambda/w)]$ by one logarithm. Equality of slopes can fail; the inequality for the TCR survives.

**Q.** Is my line near that regime?

**A.** Not with these parameters. Here is a scan at 300 K with $h=2w$, $D=w$ and $R_n=0.15$ held fixed:

| $w$ (nm) | $\rho/\rho_0$ | slope ratio | TCR ratio |
|---|---|---|---|
| 100 | 1.43 | 0.992 | 0.693 |
| 50 | 1.87 | 0.987 | 0.527 |
| 20 | 3.20 | 0.993 | 0.310 |
| 10 | 5.40 | 1.007 | 0.186 |

The resistivity ratio nearly quadruples down the table while the slope ratio stays within 2 % of one. The slope ratio first falls and then rises, so it should not be extrapolated to still narrower lines.

**Q.** Suppose I use the line as a thermometer. Its resistance has gone up by 10 %.

**A.** With the bulk TCR you would read $0.10/0.00390=25.6$ K. In the model, starting from 300 K, the line must warm by 82.8 K to show that rise. You would report less than a third of the heating. The line should be calibrated itself.

**Q.** Is there any case in which my multiplication is right?

**A.** Yes, when the extra resistance comes from a fixed geometrical factor. The resistance of a length $\ell_0$ is $\rho\,\ell_0/(wh)$. If the conducting cross-section is smaller than you thought, but $\rho$ is unchanged, the resistance and its slope rise by the same factor and the TCR stays put. In a line much wider and higher than the mean free path, a high resistance with an unchanged TCR is therefore a sign of lost cross-section. It is not a proof, because softer phonons also raise the resistivity and its slope by nearly the same factor. In your line the causes mix further. Copper lost from the width brings the side walls closer, so the TCR falls as well: at a width of 10 nm instead of 20 nm, with the height and the grain spacing unchanged, the model gives 2.55 times the resistance and 0.82 times the TCR.

Another escape is boundary scattering that itself grows on heating. To restore your slope at 300 K, with the walls already fully diffuse, $\eta^2$ would have to grow by 1.0 % per kelvin. Continued at the same absolute rate for 100 K, that would roughly double it.

**Q.** How far should I trust these numbers for a real copper line?

**A.** The dimensions are those of narrow chip wiring, and a resistivity of several times ten nΩ m is a reasonable size there. The wall and grain parameters are the weak point. If the walls were perfectly smooth, $\rho$ would drop to 33.1 nΩ m and the TCR ratio would rise to 0.525. Using $R$ instead of $R/T_b$ for the reversal rate gives 50.8 nΩ m and 0.324. Real copper has no spherical Fermi surface; raising $A$ by 10 % at fixed $\rho_0$ gives 58.1 nΩ m and 0.291. A real grain boundary is also not thin compared with the electron wavelength, which I have not sized.

The assumption of bulk phonons bears directly on the slope. With a rough Debye temperature of 320 K, the Bloch-Grüneisen formula says that a 5 % lower Debye temperature would raise the phonon slope by 10 %. The same formula makes the bulk slope 2 % smaller at 400 K than at 300 K, where I took it as constant.

The other effects I sized are near 1 %. Free thermal expansion at a rough $17\times10^{-6}$ per kelvin raises the line's resistivity slope by 1.0 %. A 2 nm liner outside the copper, on the sides and bottom, with a rough 2000 nΩ m, carries 0.7 % of the copper's conductance. Counting discrete transverse modes at the bulk value of $k_F$ gives 1.1 % fewer than the continuum. The numerical output lists these cases.

**Q.** So for this line I should carry over the bulk slope in nΩ m per kelvin, not the bulk percentage per kelvin.

**A.** As a first estimate, yes, provided that the boundary scattering and the phonons change little from what I assumed. For a film or line with diffuse walls and hardly any grain-boundary reflection, much thinner than the mean free path, go back to $M_1/M_0^2$.

## Computed results

```
electron density (rough, copper): 8.50e+28 1/m^3
Fermi wave number: 13.60 1/nm
A = rho0*lambda: 657.4 nOhm m nm
bulk resistivity at 300 K (rough): 17.0 nOhm m
bulk TCR at 300 K (rough): 3.90 1e-3/K
bulk slope: 0.0663 nOhm m/K
bulk mean free path at 300 K: 38.7 nm
bulk mean free path at 400 K: 27.8 nm
line width, height, grain: 20, 40, 20 nm
normal reflection Rn: 0.15; eta^2: 0.1765
additive wall term: 18.49 nOhm m
additive grain term: 17.40 nOhm m
additive-law resistivity: 52.89 nOhm m
M0 of line: 12.09 nm; M1/M0: 12.00 nm
line resistivity at 300 K: 54.39 nOhm m
random-path resistivity at 300 K: 54.45 nOhm m
resistivity ratio line/bulk at 300 K: 3.200
resistivity ratio line/bulk at 400 K: 2.580
slope ratio line/bulk at 300 K: 0.993
line slope at 300 K: 0.0658 nOhm m/K
mean slope ratio 300-400 K, model: 0.990
mean slope ratio 300-400 K, random paths: 0.989
TCR ratio line/bulk: 0.310
line TCR at 300 K: 1.210 1e-3/K
bulk resistivity at 400 K: 23.63 nOhm m
line resistivity at 400 K: 60.96 nOhm m
fixed-multiplier prediction at 400 K: 75.61 nOhm m
line resistance at 300 K: 68.0 Ohm/um
line resistance at 400 K: 76.2 Ohm/um
fixed-multiplier resistance at 400 K: 94.5 Ohm/um
10 % resistance rise, true heating: 82.8 K
10 % resistance rise, read with bulk TCR: 25.6 K
scan at 300 K: width nm | rho ratio | slope ratio | TCR ratio
  100 nm | 1.431 | 0.9921 | 0.693
  50 nm | 1.872 | 0.9866 | 0.527
  20 nm | 3.200 | 0.9927 | 0.310
  10 nm | 5.401 | 1.0071 | 0.186
thick film (10 lambda) slope ratio: 0.99848; law 0.99848
strong-grain slope ratio: 1.0663; limit 16/15 = 1.0667
diffuse walls only: rho 40.19 nOhm m, slope ratio 0.970, TCR ratio 0.410
smooth walls: rho 33.13 nOhm m, slope ratio 1.023, TCR ratio 0.525
single-encounter grains: rho 50.78 nOhm m, slope ratio 0.968, TCR ratio 0.324
A raised 10 %: rho 58.14 nOhm m, slope ratio 0.994, TCR ratio 0.291
expansion input (rough): 17 1e-6/K; slope change 0.97 %
liner input (rough): 2 nm, 2000 nOhm m
liner conductance / copper conductance: 0.71 %
transverse modes: 11650; continuum count: 11779
mode deficit: 1.09 %
Debye temperature (rough): 320 K
bulk phonon slope change, 300 to 400 K: -2.13 %
slope change if Debye temperature is 5 % lower: 10.3 %
growth of eta^2 needed to rescue the misconception: 1.02 %/K
```
